\section*{Why a ramified metal deposit advances at the anion drift speed}

At a current density of 25 mA/cm$^2$, a compact copper film thickens at 9.20 nm/s. For the same current in an unstirred 0.05 mol/L copper sulfate solution, the model derived here gives a ramified deposit whose tips advance at 15.8 $\mu$m/s, about 1700 times faster. Both deposits receive their metal from the same current, so the ratio must come from how thinly the metal is spread. What has to be explained is why the spreading stops at this particular value. The answer lies with the anions, which do not react at all.

Let the deposit lie on the left and the liquid on the right, with $x$ pointing into the liquid. The salt is binary, with ions of charge $\pm ze$, and there is no supporting electrolyte and no flow. The electric field points towards the deposit, and its local magnitude is $f$. Far ahead the liquid is uniform, with $f=E$ and both ion concentrations equal to $C$. Cation and anion concentrations are $c$ and $a$, and the mobilities $\mu_c,\mu_a$ are positive and include the charge number. The molar fluxes along $+x$ are
\begin{align}
N_c&=-D_c\,\partial_x c-\mu_c f c, &
N_a&=-D_a\,\partial_x a+\mu_a f a .
\label{flux}
\end{align}
Cations drift to the deposit and anions drift away from it. The Einstein relation is $D_i=\mu_iV_T$ with $V_T=k_BT/(ze)$. The current density towards the deposit, $j$, is held constant. In the uniform bulk diffusion vanishes and
\begin{equation}
j=zF(N_a-N_c)=zFC(\mu_c+\mu_a)E .
\end{equation}
With the anion transport number $t_a=\mu_a/(\mu_c+\mu_a)$, the bulk anion drift speed is therefore
\begin{equation}
v_a\equiv\mu_aE=\frac{t_a j}{zFC}.
\label{va}
\end{equation}

Now let the envelope of the deposit tips advance at speed $v$. Concentrations are averaged over planes parallel to the envelope, so that sideways fluxes cancel between insulating side walls. With $\xi=x-vt$, the chain rule gives $\partial_t a|_x=\partial_t a|_\xi-v\,\partial_\xi a$. Anion conservation, $\partial_t a|_x=-\partial_xN_a$, becomes
\begin{equation}
\partial_t a|_\xi=-\partial_\xi\,(N_a-va).
\label{cons}
\end{equation}
If the structure ahead of the front is steady, $N_a-va$ is the same at every $\xi$. Far ahead it equals $C(\mu_aE-v)$. Behind the tips the metal screens the field, and the anions left there, at mean concentration $c_b$, are taken to be at rest in the laboratory. There $N_a=0$ and the flux is $-vc_b$. Equating the two,
\begin{equation}
C(\mu_aE-v)=-vc_b
\quad\Longrightarrow\quad
v=\frac{\mu_aE}{1-c_b/C}.
\label{main}
\end{equation}
When the liquid left behind is depleted, $c_b\ll C$, this is Chazalviel's result, $v=\mu_aE$. The balance used neither electroneutrality nor a law of metal deposition, and it holds for unequal ion charges if $C$ denotes the anion concentration. It did use steadiness and, in its last step, depletion. These two conditions carry the physics. A compact film does not contradict the result: it moves far more slowly than $v_a$, and the liquid ahead of it is not steady.

To see what happens ahead of such a film, consider first the region where the liquid is neutral, $c=a=n$. Multiply the cation conservation law by $\mu_a$, the anion law by $\mu_c$, and add. The drift terms cancel, leaving
\begin{equation}
\partial_t n=D\,\partial_x^2n,\qquad
D=\frac{\mu_aD_c+\mu_cD_a}{\mu_a+\mu_c}
=\frac{2D_cD_a}{D_c+D_a},
\end{equation}
where the last form uses the Einstein relation. At a practically stationary electrode the anion flux is zero, so $\mu_a f n=D_a\,\partial_xn$. Since $D_a/\mu_a=D_c/\mu_c$, this also means $\mu_cfn=D_c\,\partial_xn$. The cations carry the whole current there, $N_c=-j/(zF)$, and hence
\begin{equation}
2D_c\,\partial_xn=\frac{j}{zF},\qquad
D\,\partial_xn=\frac{D_a}{D_c+D_a}\frac{j}{zF}=v_aC .
\label{grad}
\end{equation}
The electrode thus drains salt at the constant rate $v_aC$ per unit area. An amount $q$ per unit area removed at the wall of a half-space lowers the wall concentration by $q/\sqrt{\pi Dt}$ after time $t$. Summing over all earlier removals gives
\begin{equation}
n(0,t)=C-\int_0^t\frac{v_aC\,dt'}{\sqrt{\pi D(t-t')}}
=C-2v_aC\sqrt{\frac{t}{\pi D}} .
\end{equation}
It reaches zero at the Sand time
\begin{equation}
t_S=\frac{\pi D}{4v_a^2}.
\end{equation}
A direct finite-difference solution of the diffusion problem gives $t_Sv_a^2/D=0.7854$, in agreement with $\pi/4$.

This depletion requires a long enough cell. Between a cathode and a dissolving anode a distance $H$ apart, a steady state with immobile electrodes has zero anion flux everywhere, so the gradient in \eqref{grad} holds throughout. The salt inventory fixes the mean concentration at $C$, and
\begin{equation}
n=C+\frac{v_aC}{D}\left(x-\frac H2\right).
\end{equation}
The cathode concentration stays positive if $H<2D/v_a$, where $v_a$ stands for $t_aj/(zFC)$. In such a short cell the current can flow without depletion, there is no uniform bulk, and the argument for a front moving at $v_a$ does not apply.

In a long cell, neutrality must fail near the electrode once the salt is exhausted. Let a depletion edge form at distance $L$ ahead of the front. Beyond it the liquid is neutral, and between front and edge there are practically no anions. At the edge the conditions of vanishing anion flux and cation-carried current are the same as before, so the gradient there is again $D\,\partial_xn=v_aC$. Suppose that the profile travels with the edge at speed $s$. Then $Dn''+sn'=0$, and the solution with $n=0$ at the edge and $n=C$ far away is
\begin{equation}
n=C\left[1-e^{-s(\xi-L)/D}\right].
\label{tail}
\end{equation}
Its edge gradient obeys $Dn'=sC$. Comparison with $v_aC$ gives $s=v_a$: the steadily travelling edge recedes at the anion drift speed whatever the metal front does. For a front of speed $v$ the gap obeys
\begin{equation}
\frac{dL}{dt}=v_a-v .
\label{gap}
\end{equation}
The same follows from counting anions. With none left behind, integrating \eqref{cons} shows that the deficit $\int(C-a)\,d\xi$ grows at the rate $C(v_a-v)$. By \eqref{tail} the deficit is $C(L+D/v_a)$, in which only $L$ can change.

A widening gap is costly because its charge is not compensated. For a front in step with the edge, the cation flux towards the metal in the moving frame is the same at all $\xi$. Far ahead it is $C(\mu_cE+v_a)=C(\mu_c+\mu_a)E=j/(zF)$. Inside the gap, with diffusion neglected,
\begin{equation}
c(\mu_cf+v)=\frac{j}{zF},\qquad
\frac{df}{d\xi}=-\frac{zFc}{\varepsilon}.
\end{equation}
The second relation is Poisson's equation with permittivity $\varepsilon$; its minus sign appears because the field component along $x$ is $-f$. Eliminating $c$ gives $(\mu_cf+v)\,df/d\xi=-j/\varepsilon$. In a strong field $\mu_cf\gg v$, so $v$ may be dropped. Integrating from the edge, where $f$ is small by comparison,
\begin{equation}
\frac{\mu_cf^2}{2}=\frac{j(L-\xi)}{\varepsilon},\qquad
f=\sqrt{\frac{2j(L-\xi)}{\varepsilon\mu_c}} ,
\end{equation}
and one more integration gives the gap voltage
\begin{equation}
V=\int_0^Lf\,d\xi
=\frac23\sqrt{\frac{2j}{\varepsilon\mu_c}}\;L^{3/2}.
\label{volt}
\end{equation}

The speed is selected by combining \eqref{gap} with this growing field. Suppose that the tips advance at a rate $v=\Gamma(f_0)$ that rises with the field $f_0$ at the front, and that the gap adjusts quickly. Since $f_0$ rises with $L$, a front slower than $v_a$ sees its gap widen and its field increase until it catches up; a faster one closes the gap and slows down. For a small deviation $\delta L$ from the balance point,
\begin{equation}
\frac{d\,\delta L}{dt}
=-\frac{d\Gamma}{df_0}\frac{df_0}{dL}\,\delta L ,
\end{equation}
and both derivatives are positive, so the deviation decays. The growth law determines the gap and the voltage needed to sustain it. The speed is set by the anions, provided that $\Gamma$ can reach $v_a$ at a field strong enough to keep anions away from the front. A compact film of limited growth rate cannot meet this demand, whereas protruding tips can, by depositing the available metal in a small part of the volume. A charged gap is not needed for $v$ to come close to $v_a$. At a neutral front the travelling profile has $D\,\partial_xn=v(C-c_b)=v_aC$, and zero anion flux gives $\mu_af_0c_b=D_a\,\partial_xn$, so $c_b/C=(D_a/D)E/f_0$. A front field much larger than $E$ therefore already leaves little salt behind, and \eqref{main} gives $v$ only slightly above $v_a$.

These statements can be examined in a time-dependent solution of \eqref{flux}, ion conservation and Poisson's equation in one dimension, with the front speed left free to follow a growth law. Let the units be $v_a$ for speed, $D_a/v_a$ for length, $D_a/v_a^2$ for time and $V_T$ for potential, so that the bulk field is 1. The diffusivity ratio is $D_c/D_a=0.6364$. The scaled length $\sqrt{\varepsilon V_T/(zFC)}\,v_a/D_a$, which measures the reach of space charge in the bulk salt, is set to 0.010. This is far above the value $1.38\times10^{-5}$ of the copper example. The exaggeration makes the gap wide enough to resolve, and it also lowers the field at which a gap forms at all. At the copper value the law $v=f_0/150$ used below gives no gap: the front stays neutral to about 1%, with $c_b/C=0.017$ and $v=1.017$. A charged gap then needs a front field a few thousand times the bulk field, several kV/cm.

With the law $v=f_0/150$ the front settles at speed 1.0000 behind a gap of width 0.444; with $v=(f_0/100)^2$ it settles at the same speed behind a gap of width 0.193. The front fields are 150 and 100, against 151 and 99.5 from the square-root law. The gap voltages are 45.4 and 13.7, against 44.8 and 12.8 from \eqref{volt}. The differences are about 1% and 7% of the formula values. These figures carry a mesh error of about 1%: with full resolution the widths are 0.440 and 0.191, the voltages 45.2 and 13.6 against 44.2 and 12.6, and the differences about 2% and 8%. The gap law omits diffusion, the term $v$ beside $\mu_cf$, and the finite field at the depletion edge. The concentration tail has length 0.779, against $D/v=0.778$.

When the front is instead held at speed 0.70, the depletion edge moves at 1.001. Between times 10 and 14 the gap widens from 2.48 to 3.69 and its voltage rises from 570 to 1021. This is a factor of 1.79, close to the factor $(3.686/2.483)^{3/2}=1.81$ suggested by \eqref{volt}, although that formula was derived for a steady gap. The two voltages are 3 to 4% low because the mesh is coarse at these distances; with a refined mesh the gap widens from 2.48 to 3.68, the voltage rises from 587 to 1062, and the factor is 1.81.

The opposite limit shows where Chazalviel's result ends. With $v=f_0/3$ the front needs little field to grow, and no strong space-charge gap develops. A fraction $c_b/C=0.444$ of the anion concentration is left behind, and the front moves at 1.80, as \eqref{main} requires: $1/(1-0.444)=1.80$. The individual values are specific to the model, in which cations leave the liquid at the front without a diffusive flux: a refined mesh gives 0.441 and 1.79, and they move towards 0.46 and 1.86 as the space-charge length is reduced. Easy growth therefore makes the front faster than the anions. An added inert salt can also undermine the result, because its ions can keep the liquid at the front neutral and conducting after the metal ions are exhausted. Exhaustion of metal then no longer implies exhaustion of anions.

The structure of the deposit enters through the metal balance. In the moving frame cations reach a depleted front at the rate $C(\mu_cE+v)$ per unit area, while the envelope sweeps out a volume $v$ per unit area and time. The mean metal concentration inside the envelope is their quotient. With $v=\mu_aE$,
\begin{equation}
C_m=\frac{C(\mu_cE+v)}{v}
=C\left(1+\frac{\mu_c}{\mu_a}\right)=\frac{C}{t_a}.
\label{metal}
\end{equation}
The metal consists of what the envelope overtakes, $C$, and what migrates to it meanwhile, $C\mu_c/\mu_a$. The two strong-field solutions both give $C_m/C=1.636$, the value of $1+\mu_c/\mu_a$. Behind a steady depleted front, a dilute solution therefore leaves a dilute deposit; this does not apply to a short cell with $H<2D/v_a$, where no depletion occurs. The balance fixes the mean filling, but not the thickness or spacing of the branches.

For copper sulfate take the rough values $D_c=7.0\times10^{-6}$ and $D_a=1.1\times10^{-5}$ cm$^2$/s at 298 K. The mobilities are then $5.45\times10^{-4}$ and $8.57\times10^{-4}$ cm$^2$/Vs, so $t_a=0.611$. The ideal conductivity at 0.05 mol/L is 13.53 mS/cm, and 25 mA/cm$^2$ requires a bulk field $25/13.53=1.85$ V/cm. The front speed is
\begin{equation}
v=(8.567\times10^{-4})(1.848)\ \mathrm{cm/s}
=15.8\ \mu\mathrm{m/s}=57\ \mathrm{mm/h}.
\end{equation}
With $D=8.56\times10^{-6}$ cm$^2$/s the diffusion length $D/v$ is 54 $\mu$m, so the cell must be longer than about 108 $\mu$m for depletion to occur. In a cell longer than about 200 $\mu$m a flat cathode reaches its Sand time after 2.7 s, when a compact film would be only about 25 nm thick; close to the threshold depletion takes longer, 5.5 s at 110 $\mu$m. A 1 $\mu$m gap would then cost 2.4 V, some 190 times $V_T=D_c/\mu_c=12.8$ mV. The planar model thus allows only a gap much thinner than the diffusion layer at ordinary cell voltages. The length and the Sand time are ideal-solution values proportional to $D$; a salt diffusion coefficient of $6\times10^{-6}$ cm$^2$/s would give 76 $\mu$m and 1.9 s.

The metal concentration in the deposit is $0.050/0.611=0.082$ mol/L. With a molar volume of 7.1 cm$^3$/mol, metal fills 0.058% of the envelope. The reciprocal of this fraction is 1700, the speed ratio from which we started: both deposits gain the same volume of metal per second, but one spreads it through a volume 1700 times larger.

One way in which real copper sulfate departs from the ideal salt is ion pairing. Interactions between the free ions also lower their mobilities, but are not included here. Let a fraction $\alpha$ of the ions be free and let the pairs be neutral. The current is then $j=zF\alpha C(\mu_c+\mu_a)E$, while the anion balance for a depleted front reads $\alpha C\mu_aE-vC=0$. Hence
\begin{equation}
v=\alpha\mu_aE=\frac{t_aj}{zFC},
\end{equation}
with $t_a$ referring to the free ions. The front moves at the drift speed averaged over free and paired anions, and at fixed current its speed is unchanged. An estimate of contact pairing, with ions 0.5 nm apart and screened activity coefficients, gives an association constant of 99 L/mol and $\alpha=0.72$. In this estimate the field rises to 2.6 V/cm and free anions drift at about 22 $\mu$m/s, so identifying $v$ with their speed alone would overestimate it by 39%. The estimate is sensitive to the contact distance: 0.4 nm gives 214 L/mol, $\alpha=0.60$ and 67%. The tabulated conductivity of this solution is about 5 mS/cm, so the real field is near 4.9 V/cm.

Flow is another omission. In a horizontal cell of thickness $h=50$ $\mu$m, a density gradient $\rho'$ along $x$ drives a flow. Let $y$ be the height above mid-plane and $\eta$ the viscosity. Hydrostatic balance makes the pressure gradient along $x$ equal to $-g\rho'y$ plus a constant, and the constant vanishes when there is no net flow. Hence $\eta u''=-g\rho'y$. With no slip at $y=\pm h/2$ and no net flow,
\begin{equation}
u=\frac{g\rho'}{6\eta}\left(\frac{h^2y}{4}-y^3\right),\qquad
|u|_{\max}=\frac{g\rho'h^3}{72\sqrt3\,\eta},
\end{equation}
the maximum lying at $|y|=h/\sqrt{12}$. Taking the full density difference of the salt across one diffusion length gives 1.6 $\mu$m/s, a tenth of the front speed. The formula assumes a gradient extending over a length much greater than $h$, which is not so here; a two-dimensional Stokes solution for the exponential profile, with the liquid free to pass through the sparse deposit, gives about 1.0 $\mu$m/s. The flow is small only in thin cells: the same solution gives about 6 $\mu$m/s for $h=100$ $\mu$m and just under 30 $\mu$m/s, more than the front speed, for $h=200$ $\mu$m. If the front is treated as a no-slip wall, the peak speeds fall to about 0.8, 3.5 and 14 $\mu$m/s. Flows comparable with the front speed would distort the assumed profile, so the larger values only show that the flow cannot be neglected. Electro-osmosis at walls with a zeta potential of magnitude 20 mV gives $\varepsilon\zeta E/\eta=3.9$ $\mu$m/s, a quarter of the front speed, when the estimated field with ion pairs is used, and about 7.6 $\mu$m/s, nearly half of it, at 4.9 V/cm. In a closed cell neither flow has a net volume flux, so neither carries net anions through the uniform bulk, and \eqref{main} survives if the structure remains steady on average. They can still bring salt between the branches and so raise $c_b$. If the cell ends are open, a uniform flow $u$ along $+x$ adds to the anion drift, and a depleted front moves at $v_a+u$; the electro-osmotic estimates would shift the speed by a quarter to a half if the bulk field acted along the whole cell. The through-flow follows the field averaged over the cell length, so it falls as the field-free deposit lengthens and rises with any gap voltage.

The assumption that a real deposit breaks most visibly is the planar front. The field concentrates at separate tips, so the gap width and voltage found here are only guides to scale. The field also acts on the charge of the gap itself and can drive electroconvection, which the model omits. A scaling estimate of this flow, $\varepsilon V^2/(8\eta\ell)$ with $\ell=D/v$, equals the front speed at about 0.1 V and far exceeds it at 2.4 V, so a quiescent gap cannot be assumed at such voltages. The speed is less exposed to this simplification, because the anion balance compares the uniform bulk with the depleted liquid far behind the tips and does not depend on the shape of the metal between them. The values behind these comparisons are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SIMULATION (scaled units; anion drift speed = 1)
diffusivity ratio D_c/D_a: 0.6364
scaled permittivity length: 0.010
ambipolar D / D_a, formula: 0.7778
linear growth law: front speed 1.0000, gap width 0.4444
  front field: simulated 150.00, gap law 151.19
  gap voltage: simulated 45.38, gap law 44.80
  deposit metal / C: 1.6364; tail length: 0.7787
quadratic growth law: front speed 1.0000, gap width 0.1925
  front field: simulated 100.00, gap law 99.49
  gap voltage: simulated 13.67, gap law 12.76
  deposit metal / C: 1.6364; tail length: 0.7787
deposit metal / C, formula: 1.6364
weak-field law: anions left behind / C 0.4442
  speed: simulated 1.7993, formula 1.7993
front held at speed 0.70: edge speed 1.0009
  time 10: gap width 2.483, gap voltage 570.1
  time 14: gap width 3.686, gap voltage 1020.9
Sand time * v_a^2/D: direct 0.7854, pi/4 0.7854
COPPER SULFATE EXAMPLE (rough typical inputs)
concentration: 0.050 mol/L; T: 298 K
current density: 25.0 mA/cm2
D cation, anion: 7.00e-06, 1.10e-05 cm2/s
mobility cation, anion: 5.452e-04, 8.567e-04 cm2/Vs
anion transport number: 0.6111
ideal conductivity: 13.53 mS/cm
ideal bulk field: 1.848 V/cm
front speed: 15.83 um/s = 57.0 mm/h
salt diffusion coefficient: 8.556e-06 cm2/s
diffusion length D/v: 54.0 um
Sand time: 2.68 s
relative permittivity: 78
voltage across a 1 um gap: 2.43 V
real scaled permittivity length: 1.38e-05
mean metal concentration in deposit: 0.0818 mol/L
metal molar volume: 7.1 cm3/mol
metal filling fraction: 0.0581 percent
compact film speed: 9.20 nm/s
NEGLECTED EFFECTS (estimates)
ion-pair contact distance: 0.50 nm
association constant: 99.2 L/mol
free-ion fraction: 0.719
bulk field with ion pairs: 2.569 V/cm
cell gap: 50 um; viscosity: 0.90 mPa s
density rise per concentration: 0.16 kg/mol
peak buoyant speed: 1.62 um/s
wall zeta potential magnitude: 20 mV
electro-osmotic wall speed: 3.94 um/s
\end{verbatim}
